# The mean-field spin-orbit operator and its exchange factor 3/2

Take three electrons. Two of them fill one real orbital $c$, one with each spin, and the third occupies a real orbital $v$ with spin up. The spin-orbit interaction between electrons can move the third electron into another real orbital $v'$, still with spin up, while $c$ stays filled. In Hartree atomic units, with the electron $g$-factor set to 2, the Breit-Pauli form of this interaction is

$$G=\sum_{i\neq j}\mathbf g(i,j)\cdot(\mathbf s_i+2\mathbf s_j),\qquad \mathbf g(1,2)=-\frac{\alpha^2}{2}\,\frac{\mathbf r_{12}\times\mathbf p_1}{r_{12}^3},$$

where $\mathbf r_{12}=\mathbf r_1-\mathbf r_2$ and $\alpha$ is the fine-structure constant. The term with $\mathbf s_i$ couples the spin of electron $i$ to its own motion in the electric field of electron $j$; it is called spin-same-orbit. The term with $2\mathbf s_j$ couples the spin of $j$ to the magnetic field made by the motion of $i$; it is called spin-other-orbit. The sum runs over ordered pairs, because $\mathbf g(1,2)$ differs from $\mathbf g(2,1)$.

Write $(pq|\mathbf g|rs)$ for the integral in which electron 1 has bra orbital $p$ and ket orbital $q$, and electron 2 has bra $r$ and ket $s$. Consider first the direct terms, in which the moving electron is number 1. If its partner is $c\uparrow$, the spin factor $s_{1z}+2s_{2z}$ is $\tfrac12+1=\tfrac32$. If the partner is $c\downarrow$, it is $\tfrac12-1=-\tfrac12$. The sum is 1, so the direct contribution is $(vv'|g_z|cc)$. Direct terms in which the electron in $c$ is number 1 contain $(cc|\mathbf g|vv')$, which is zero, as shown below.

Exchange is different. The third electron takes the place of a core electron and the core electron goes to $v'$. Each electron then changes its orbital, and at most one of them can change its spin, since each term of $G$ contains a single spin operator. Exchange with $c\downarrow$ would require both spins to flip, so it gives nothing. Exchange with $c\uparrow$ has all spins up and the factor $\tfrac12+1=\tfrac32$. The total is

$$(vv'|g_z|cc)-\tfrac32\big[(vc|g_z|cv')+(cv'|g_z|vc)\big].$$

A one-electron operator $\mathbf f\cdot\mathbf s$ has the element $\tfrac12 f_{z,vv'}$ between these states. It therefore reproduces the result if

$$\mathbf f_{vv'}=2(vv'|\mathbf g|cc)-3(vc|\mathbf g|cv')-3(cv'|\mathbf g|vc).$$

Per electron in $c$, the direct term has weight 1 and each exchange term has weight $\tfrac32$. In the direct terms the other-orbit parts of the two core electrons cancel. In exchange one core electron does not contribute, and there is nothing left to cancel against.

The general case needs two properties of $\mathbf g$. The first is that it is Hermitian. Its component $a$ contains $\epsilon_{abc}\,(r_{12,b}/r_{12}^3)\,p_{1c}$. Moving $p_{1c}$ to the left of the function costs a commutator proportional to $\partial_c(r_{12,b}/r_{12}^3)$. Since $r_{12,b}/r_{12}^3=-\partial_b(1/r_{12})$, this is a second derivative, symmetric in $b$ and $c$, and its contraction with the antisymmetric $\epsilon_{abc}$ vanishes. The second property is that $\mathbf p=-i\nabla$ makes every integral over real orbitals imaginary. An imaginary Hermitian matrix is antisymmetric, and electron 2 enters only through a function of its position, so

$$(pq|\mathbf g|rs)=-(qp|\mathbf g|rs),\qquad (pq|\mathbf g|rs)=(pq|\mathbf g|sr).$$

In particular $(cc|\mathbf g|vv')=0$: a real orbital carries no current, and so makes no magnetic field by its orbital motion.

Now let any number of real orthonormal orbitals $k$ be doubly occupied, and let one more electron be in a spin orbital $v\tau$ or $v'\tau'$, with $v$ and $v'$ orthogonal to the core. For an operator symmetric in all electrons, the element between two normalized determinants is

$$\langle\Phi|G|\Phi'\rangle=\sum_P(-1)^P\langle\phi_1\phi_2\cdots\phi_N|G|P(\phi_1'\phi_2'\cdots\phi_N')\rangle .$$

The reason is that the $N!$ permutations of the bra give equal contributions after a relabelling of electrons, which cancels the product of the two factors $1/\sqrt{N!}$. A term of $G$ acts on two electrons, and all others must have the same spin orbital on both sides. Only the identity and single transpositions survive.

The identity, with the extra electron and the core electron $k\sigma$ as the active pair, gives two orders:

$$(vv'|\mathbf g|kk)\cdot\big[\langle\tau|\mathbf s|\tau'\rangle+2\delta_{\tau\tau'}\langle\sigma|\mathbf s|\sigma\rangle\big]+(kk|\mathbf g|vv')\cdot\big[\delta_{\tau\tau'}\langle\sigma|\mathbf s|\sigma\rangle+2\langle\tau|\mathbf s|\tau'\rangle\big].$$

The second integral is zero. In the first bracket $\sum_\sigma\langle\sigma|\mathbf s|\sigma\rangle=0$, because spin matrices have no trace. The sum over both core spins is therefore $2(vv'|\mathbf g|kk)\cdot\langle\tau|\mathbf s|\tau'\rangle$.

The transposition of the extra electron with $k\sigma$ has sign $-1$. The electron with bra $v\tau$ now has ket $k\sigma$, and the electron with bra $k\sigma$ has ket $v'\tau'$. The two orders give

$$-(vk|\mathbf g|kv')\cdot\big[\langle\tau|\mathbf s|\sigma\rangle\langle\sigma|\tau'\rangle+2\langle\tau|\sigma\rangle\langle\sigma|\mathbf s|\tau'\rangle\big]$$

$$-(kv'|\mathbf g|vk)\cdot\big[\langle\tau|\sigma\rangle\langle\sigma|\mathbf s|\tau'\rangle+2\langle\tau|\mathbf s|\sigma\rangle\langle\sigma|\tau'\rangle\big].$$

With $\sum_\sigma|\sigma\rangle\langle\sigma|=1$, every product of two spin factors becomes $\langle\tau|\mathbf s|\tau'\rangle$. Each bracket sums to $(1+2)\langle\tau|\mathbf s|\tau'\rangle$, where the 1 is same-orbit and the 2 is other-orbit.

Terms in which both active electrons belong to the core can appear when $v\tau=v'\tau'$. Their direct part contains a trace of $\mathbf s$ over one filled shell. Their exchange part contains $\sum_{\sigma\sigma'}\langle\sigma|\mathbf s|\sigma'\rangle\langle\sigma'|\sigma\rangle$, which is again the trace of $\mathbf s$. Both vanish, and a closed core adds no constant.

Let $\mathbf h=(\alpha^2/2)\sum_A Z_A\,\mathbf r_A\times\mathbf p/r_A^3$ be the nuclear term, with $\mathbf r_A$ the position relative to nucleus $A$, and let $n_k=2$ for each core orbital. The matrix element is that of $\mathbf f\cdot\mathbf s$, with

$$\mathbf f_{pq}=\mathbf h_{pq}+\frac12\sum_k n_k\big\{2(pq|\mathbf g|kk)-3(pk|\mathbf g|kq)-3(kq|\mathbf g|pk)\big\}.$$

This is the spin-orbit mean-field operator. For one electron outside closed shells it reproduces the Breit-Pauli spin-orbit matrix elements between the determinants with no approximation. In a general real basis the spin-summed density matrix is $D_{rs}=\sum_k n_kC_{rk}C_{sk}$, where $C_{rk}$ are the coefficients of orbital $k$. Expanding each $k$ gives

$$\mathbf f_{pq}=\mathbf h_{pq}+\sum_{rs}D_{rs}\big[(pq|\mathbf g|rs)-\tfrac32(pr|\mathbf g|sq)-\tfrac32(sq|\mathbf g|pr)\big].$$

The factor $\tfrac32$ is thus the product of $\tfrac12$, the share of the density in each spin, and $1+2$. Same-orbit coupling alone would give exchange weight $\tfrac12$; other-orbit coupling supplies the remaining 1 and no direct term. For complex core orbitals carrying an orbital current, $D_{rs}=\sum_k n_kC_{rk}C_{sk}^*$ is not symmetric, with $r$ a ket index and $s$ a bra index as in the exchange terms above. The direct other-orbit term $2\sum_{rs}D_{rs}(sr|\mathbf g|pq)$ would then have to be restored.

Both exchange terms are needed. By the antisymmetry of $\mathbf g$ in the orbitals of electron 1 and its symmetry in those of electron 2, $(qk|\mathbf g|kp)=-(kq|\mathbf g|pk)$. Interchanging $p$ and $q$ therefore turns the first exchange term into minus the second. Their sum is antisymmetric and imaginary, hence Hermitian, which neither term need be alone.

With several open-shell electrons the formula becomes an approximation. Let a spectator orbital $k$ hold one electron of spin $\sigma$, and let another electron go from $p\tau$ to $q\tau'$, with $p$, $q$ and $k$ all different. The projector on the spin of the spectator is

$$|\sigma\rangle\langle\sigma|=\tfrac12+2\mathbf m\cdot\mathbf s,\qquad \mathbf m=\langle\sigma|\mathbf s|\sigma\rangle .$$

For spin up this reads $\tfrac12+s_z$, which is indeed 1 on spin up and 0 on spin down. In the direct and exchange expressions above, the part $\tfrac12$ gives the mean-field terms with $n_k=1$. With $Q=2\mathbf m\cdot\mathbf s$, the other part gives

$$2(pq|\mathbf g|kk)\cdot\mathbf m-(pk|\mathbf g|kq)\cdot(\mathbf sQ+2Q\mathbf s)-(kq|\mathbf g|pk)\cdot(Q\mathbf s+2\mathbf sQ).$$

All of this is odd in $\mathbf m$ and cancels in the average over the two spins of the spectator. The mean-field operator is that average. It leaves out the polarized part just written, and also processes in which the spectator itself changes its orbital or spin.

The size of the omission can be seen by taking the boron orbitals described below, with $1s$ and $2s$ filled and a spectator fixed in $2p_z$ with spin up along $z$. For an electron moving between $2p_x$ and $2p_y$, the largest matrix element of the mean-field operator, nuclear term included, is $4.00\ \mathrm{cm^{-1}}$ in magnitude. The largest element of the polarized part is $0.60\ \mathrm{cm^{-1}}$, or 15% of that. For this spin direction the omission is not negligible. Its size depends on the direction of $\mathbf m$. Between $2p_x$ and $2p_y$ only $g_z$ survives by reflection symmetry, and the two exchange integrals are equal. For $\mathbf m$ along $x$ the direct piece is then zero, the two exchange brackets are $-\tfrac i2s_y$ and $+\tfrac i2s_y$, and the polarized part vanishes.

A second caution concerns the choice of $D$. If it includes the electron on which $\mathbf f$ acts, that electron interacts with itself. Setting $k=q$ in the formula, with $p\neq q$, leaves

$$n_q\big[(pq|\mathbf g|qq)-\tfrac32(pq|\mathbf g|qq)-\tfrac32(qq|\mathbf g|pq)\big]=-\tfrac12n_q(pq|\mathbf g|qq),$$

because the last integral is zero. A single electron has no two-electron interaction, so this term is spurious in that case. The exact statement for one electron outside closed shells requires $D$ to be the density of the closed shells alone.

For an atom with one $p$ electron outside closed shells, the operator reduces to a number. The core is spherical, so $\mathbf f$ is a vector operator, and within a $p$ shell its imaginary antisymmetric matrices must be proportional to those of the orbital angular momentum: $\mathbf f=\zeta\mathbf l$. From $\mathbf l\cdot\mathbf s=\tfrac12[j(j+1)-l(l+1)-\tfrac34]$ with $l=1$, the level $j=\tfrac32$ lies at $\zeta/2$ and the level $j=\tfrac12$ at $-\zeta$. The splitting is $\tfrac32\zeta$.

Let the valence orbital be $\varphi_x=\sqrt{3/4\pi}\,xP(r)/r^2$, and likewise for $y$ and $z$, with $\int_0^\infty P^2\,dr=1$. The nuclear operator is $(\alpha^2/2)Z\mathbf l/r^3$ and contributes $(\alpha^2/2)Z\langle r^{-3}\rangle$ to $\zeta$. In the direct term, the charge of a filled shell acts by Gauss's law as if the part inside radius $r$ sat at the nucleus. With $N_c(r)$ the number of core electrons inside $r$,

$$\zeta_{\rm nuc}+\zeta_{\rm dir}=\frac{\alpha^2}{2}\int_0^\infty\frac{Z-N_c(r)}{r^3}\,P^2\,dr .$$

This is ordinary screening. The exchange terms are a further correction, without such an electrostatic reading.

For a core made of $s$ shells the exchange part can be written out. Since $\mathbf p_1=-i\nabla_1$, we have $\mathbf g=i(\alpha^2/2)\,\mathbf r_{12}\times\nabla_1/r_{12}^3$. Put $u=1/r_{12}$, so that $\mathbf r_{12}/r_{12}^3=-\nabla_1u$. The curl

$$\nabla\times(u\varphi_a\nabla\varphi_b)=\varphi_a\nabla u\times\nabla\varphi_b+u\,\nabla\varphi_a\times\nabla\varphi_b$$

integrates to zero for bound orbitals. Hence

$$(ab|\mathbf g|cd)=i\frac{\alpha^2}{2}\iint\frac{(\nabla\varphi_a\times\nabla\varphi_b)(1)\;\varphi_c\varphi_d(2)}{r_{12}}\,d^3r_1\,d^3r_2 .$$

Let $\varphi_k=R_k(r)/\sqrt{4\pi}$ and $S_k=rR_k$, with $\int_0^\infty S_k^2\,dr=1$. The gradient of $\varphi_k$ is radial, so the radial part of $\nabla\varphi_x$ drops out of the cross product. Since $(\hat{\mathbf x}\times\hat{\mathbf r})_z=y/r$,

$$(\nabla\varphi_x\times\nabla\varphi_k)_z=\frac{\sqrt3}{4\pi}\,\frac{P}{r^2}\,R_k'\,\frac yr .$$

The other factor is the charge distribution $\varphi_k\varphi_y=(\sqrt3/4\pi)(S_kP/r^2)(y/r)$. It is a dipole distribution, whose potential carries the multipole factor $4\pi/3$:

$$\frac{1}{\sqrt3}\,\frac yr\,Y_k(r),\qquad Y_k(r)=\int_0^\infty\frac{r_<}{r_>^2}\,S_k(r')P(r')\,dr',$$

with $r_<$ and $r_>$ the smaller and larger of $r$ and $r'$. The angular integral of $(y/r)^2$ is $4\pi/3$, so

$$(xk|g_z|ky)=i\frac{\alpha^2}{2}\cdot\frac13\int_0^\infty PR_k'Y_k\,dr .$$

The other exchange integral, $(ky|g_z|xk)$, has the same value: there $(\hat{\mathbf r}\times\hat{\mathbf y})_z=x/r$ meets the potential of $\varphi_x\varphi_k$. With $n_k=2$, the two terms carry the factor $-\tfrac32\cdot2\cdot2=-6$. On the other side, $(l_z)_{xy}=-i$, so $f_{z,xy}=-i\zeta$. Therefore

$$\zeta_{\rm exch}=\frac{\alpha^2}{2}\sum_k2\int_0^\infty PR_k'Y_k\,dr .$$

For a nodeless $P$ and a $1s$ shell that falls steadily outwards, $P$ and $Y_k$ are positive and $R_k'$ is negative. Exchange with that shell then lowers $\zeta$. For shells with nodes the sign is not fixed by this argument.

The atoms B, Al and Ga show how these parts change down a group. Their singly charged cations have closed shells and were treated by nonrelativistic Hartree-Fock theory. An added electron that leaves the core frozen moves in the Fock operator of the cation, so its orbital is the lowest empty $p$ orbital of that calculation. The basis consisted of Gaussians with exponents in geometric progression of ratio 2.5, starting at 0.03 for $s$, 0.015 for $p$ and 0.08 for $d$ functions. There were 14 $s$ and 10 $p$ exponents for B, 17 and 13 for Al, and 19, 15 and 9 $d$ for Ga.

For boron, $\langle r^{-3}\rangle=0.6930\,a_0^{-3}$, with $a_0$ the Bohr radius. In the same unit the direct terms subtract 1.1601 and the exchange terms 0.8075. The prefactor $\alpha^2/2$ corresponds to $5.8437\ \mathrm{cm^{-1}}$, so

$$\zeta=5.8437\,(5\times0.6930-1.1601-0.8075)\ \mathrm{cm^{-1}}=8.75\ \mathrm{cm^{-1}},$$

and the splitting is $\tfrac32\zeta=13.1\ \mathrm{cm^{-1}}$, or 1.63 meV. The three atoms compare as follows, in $\mathrm{cm^{-1}}$:

| | nuclear | direct | exchange | $\zeta$ | splitting |
|---|---|---|---|---|---|
| B | 20.2 | −6.8 | −4.7 | 8.75 | 13.1 |
| Al | 75.8 | −13.2 | −5.6 | 57.0 | 85.5 |
| Ga | 483.9 | −41.6 | −14.1 | 428.3 | 642 |

The two-electron terms remove 57% of the nuclear part in B, 25% in Al and 11.5% in Ga. Their absolute size grows, but the nuclear part grows faster. Multiplying the ratio of direct to nuclear part by $Z$ gives the number of core electrons inside $r$, averaged with weight $P^2/r^3$. It is $5\times6.779/20.249=1.67$ for B, and 2.26 and 2.66 for Al and Ga. The cores hold 4, 12 and 30 electrons, but the weight $P^2/r^3$ favours the region near the nucleus: in all three atoms half of it lies inside a sphere that holds fewer than two core electrons. The same conversion of the exchange part gives 1.17, 0.97 and 0.90. The total screening thus rises only from 2.8 to 3.6 units of charge while $Z$ rises from 5 to 31.

This also resolves the growth of the splitting. From B to Al it increases 6.5 times: 2.6 from $Z$, 1.44 from $\langle r^{-3}\rangle$ and 1.74 from the weaker relative screening. From Al to Ga it increases 7.5 times, with factors 2.38, 2.68 and 1.18.

Among these atoms the exchange weight matters most where the two-electron terms remove the largest share of the nuclear part. Keeping the same-orbit terms alone changes it from $\tfrac32$ to $\tfrac12$, which leaves one third of the exchange part. For boron $\zeta$ becomes $20.25-6.78-1.57=11.90\ \mathrm{cm^{-1}}$, 36% above the full value. The corresponding excess is 6.6% for Al and 2.2% for Ga.

A denser basis for Al, with ratio 2.2, 19 $s$ and 15 $p$ exponents, changes $\zeta$ by about 0.01%. The spacing of the exponents is therefore not a limitation there; the range of the $p$ exponents is nearly the same in both sets. Extending that range to tighter functions raises $\zeta$ of B by about 0.6%, to $8.80\ \mathrm{cm^{-1}}$, and the nuclear parts of Al and Ga by about 0.1%. The splittings then become 13.2, 85.6 and 643 $\mathrm{cm^{-1}}$, and the element of $4.00\ \mathrm{cm^{-1}}$ in the spectator example becomes 4.03; the direct and exchange parts keep the values in the table. Measured splittings are about 15.3, 112 and 826 $\mathrm{cm^{-1}}$, and the computed ones fall short of these by about 14% for B, 24% for Al and 22% for Ga. The model omits the response of the core to the valence electron, electron correlation and the relativistic change of the orbitals, which grows with $Z$ and so matters more for Ga than for B or Al; their separate shares were not determined. The Breit-Pauli operators are themselves the leading terms of an expansion in $\alpha^2$, meant for first-order perturbation theory. For heavier elements they are replaced by operators that are less singular near the nucleus. The spin algebra that gives $\tfrac32$ carries over if the two-electron part keeps the form $\mathbf g(i,j)\cdot(\mathbf s_i+2\mathbf s_j)$, since that algebra involves only the spin factors. The absence of a direct other-orbit term requires in addition that $\sum_k(kk|\mathbf g|pq)$ vanish, as it does when $(pq|\mathbf g|rs)=-(qp|\mathbf g|rs)$ still holds for real orbitals.
